# Interface curvature and the stopping radius in solid-phase regrowth: test program

```python
"""Capillarity in solid-phase regrowth of a crystal into its amorphous phase.

Result under test: the net driving energy per volume of new crystal is
    P = g - gamma*K,   K = 1/R1 + 1/R2  (positive for a convex crystal),
so a sphere stops at R_stop = 2*gamma/g and a long rod at gamma/g.
g      bulk free energy released per crystal volume (eV/nm^3) = dmu/omega
dmu    bulk free energy released per atom (eV)
omega  crystal volume per atom (nm^3)
gamma  crystal-amorphous interface energy (eV/nm^2)
x      dmu/(kT); v/v_flat is interface speed relative to a flat front
Material inputs are round, rough values in the regime of silicon near 600 C.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

dmu, omega, gamma, temperature = 0.10, 0.020, 1.5, 873.0
kT = const.k * temperature / const.e
g = dmu / omega
x = dmu / kT
R_stop = 2 * gamma / g
R_rod = gamma / g
G_stop = 16 * np.pi * gamma**3 / (3 * g**2)
N_stop = 4 * np.pi * R_stop**3 / (3 * omega)


def sphere_energy(R):
    return -g * 4 * np.pi * R**3 / 3 + gamma * 4 * np.pi * R**2


def maximum(energy, low, high):
    found = minimize_scalar(lambda R: -energy(R), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-10})
    return found.x, -found.fun


# Local law: non-uniform normal displacement of a convex spheroid.
nodes, weights = np.polynomial.legendre.leggauss(200)
t = np.pi * (nodes + 1) / 2
weights = weights * np.pi / 2
b, c = 0.8, 1.5


def displacement(u):
    return 1 + 0.6 * np.cos(u) + 0.3 * np.cos(2 * u)


def profile(u, eps):
    s = np.sqrt(c**2 * np.sin(u)**2 + b**2 * np.cos(u)**2)
    shift = eps * displacement(u) / s
    return (b * np.sin(u) + shift * c * np.sin(u),
            c * np.cos(u) + shift * b * np.cos(u))


def spheroid_energy(eps):
    h = 1e-5
    rho, _ = profile(t, eps)
    rho_p, z_p = profile(t + h, eps)
    rho_m, z_m = profile(t - h, eps)
    drho, dz = (rho_p - rho_m) / (2 * h), (z_p - z_m) / (2 * h)
    area = 2 * np.pi * np.sum(weights * rho * np.hypot(drho, dz))
    volume = -np.pi * np.sum(weights * rho**2 * dz)
    return -g * volume + gamma * area


eps = 1e-3
direct = (spheroid_energy(eps) - spheroid_energy(-eps)) / (2 * eps)
s = np.sqrt(c**2 * np.sin(t)**2 + b**2 * np.cos(t)**2)
K = b * c / s**3 + c / (b * s)
area_element = 2 * np.pi * b * np.sin(t) * s
predicted = -np.sum(weights * (g - gamma * K) * displacement(t) * area_element)
assert abs(direct - predicted) < 1e-4 * abs(predicted)

# Stopping radii, barrier and curvature of the energy at its maximum.
R_max, G_max = maximum(sphere_energy, 0.1, 2.0)
assert abs(R_max / R_stop - 1) < 1e-6
assert abs(G_max / G_stop - 1) < 1e-9
rod_max, _ = maximum(lambda R: -g * np.pi * R**2 + 2 * np.pi * gamma * R,
                     0.05, 2.0)
assert abs(rod_max / R_rod - 1) < 1e-6
h = 1e-3
second = (sphere_energy(R_stop + h) - 2 * sphere_energy(R_stop)
          + sphere_energy(R_stop - h)) / h**2
assert abs(second / (-8 * np.pi * gamma) - 1) < 1e-6


# An amorphous pocket in crystal has the opposite curvature sign.
def pocket_energy(R):
    return g * 4 * np.pi * R**3 / 3 + gamma * 4 * np.pi * R**2


R_pocket, h = 2.0, 1e-4
lost_volume = 4 * np.pi * ((R_pocket + h)**3 - (R_pocket - h)**3) / 3
pocket_drive = (pocket_energy(R_pocket + h)
                - pocket_energy(R_pocket - h)) / lost_volume
assert abs(pocket_drive / (g + 2 * gamma / R_pocket) - 1) < 1e-6


# Velocity law against energy differences of an atom-by-atom crystallite.
def cluster_energy(N):
    return -dmu * N + gamma * (36 * np.pi)**(1 / 3) * (omega * N)**(2 / 3)


def speed_ratio(R):
    return np.expm1(-x * (1 - R_stop / R)) / np.expm1(-x)


for N in (1000, 3000):
    R = (3 * N * omega / (4 * np.pi))**(1 / 3)
    net = 1 - np.exp((cluster_energy(N) - cluster_energy(N - 1)) / kT)
    assert abs(net / (1 - np.exp(-x)) - speed_ratio(R)) < 1e-3
loss_factor = x / np.expm1(x)
assert abs((1 - speed_ratio(1000.0)) * 1000 / R_stop / loss_factor - 1) < 2e-3


def radius_for_fraction(f):
    return R_stop / (1 + np.log(1 - f * (1 - np.exp(-x))) / x)


for f in (0.90, 0.99):
    root = brentq(lambda R: speed_ratio(R) - f, R_stop, 1e4)
    assert abs(root / radius_for_fraction(f) - 1) < 1e-6

# Chance to reach 400 atoms before dissolving to one atom.
sizes = np.arange(1, 401)
matrix, source = np.eye(400), np.zeros(400)
source[-1] = 1
for i in range(1, 399):
    N = sizes[i]
    up = N**(2 / 3)
    down = (N - 1)**(2 / 3) * np.exp(
        (cluster_energy(N) - cluster_energy(N - 1)) / kT)
    matrix[i, i - 1:i + 2] = [-down, up + down, -up]
survival = np.linalg.solve(matrix, source)
N_half = np.interp(0.5, survival, sizes)
R_half = (3 * N_half * omega / (4 * np.pi))**(1 / 3)
assert abs(R_half / R_stop - 1) < 0.05


def survival_at(R):
    return np.interp(4 * np.pi * R**3 / (3 * omega), sizes, survival)


assert survival_at(0.8 * R_stop) < 0.1 and survival_at(1.2 * R_stop) > 0.9
blur = np.sqrt(kT / (4 * np.pi * gamma))
mean_drop = G_stop - (sphere_energy(R_stop + blur)
                      + sphere_energy(R_stop - blur)) / 2
assert abs(mean_drop / kT - 1) < 1e-8

# Curvature-dependent interface energy gamma*(1 - 2*delta/R).
delta = 0.05
shifted = []
for d in (delta, -delta):
    R_d, _ = maximum(lambda R: sphere_energy(R) - 8 * np.pi * gamma * d * R,
                     0.3, 2.0)
    formula = R_stop / 2 * (1 + np.sqrt(1 - 4 * d / R_stop))
    assert abs(R_d / formula - 1) < 1e-6
    shifted.append(R_d)

# Rod with interface energy gamma*(1 + a*cos(4*angle)).
a = 0.02
phi = np.linspace(0, 2 * np.pi, 2000, endpoint=False)
bump = np.exp(3 * np.cos(phi))
dbump = -3 * np.sin(phi) * bump


def rod_interface_energy(eps):
    r, dr = 1 + eps * bump, eps * dbump
    dx = dr * np.cos(phi) - r * np.sin(phi)
    dy = dr * np.sin(phi) + r * np.cos(phi)
    angle = np.arctan2(-dx, dy)
    local = gamma * (1 + a * np.cos(4 * angle))
    return np.mean(local * np.hypot(dx, dy)) * 2 * np.pi


eps = 1e-5
direct = (rod_interface_energy(eps) - rod_interface_energy(-eps)) / (2 * eps)
stiffness = gamma * (1 - 15 * a * np.cos(4 * phi))
predicted = np.mean(stiffness * bump) * 2 * np.pi
assert abs(direct / predicted - 1) < 1e-5
rod_low, rod_high = stiffness.min() / g, stiffness.max() / g

# Elastic energy of a misfitting sphere in an equal isotropic matrix.
young_GPa, poisson, misfit = 130.0, 0.28, 0.006
young = young_GPa * 1e9 * 1e-27 / const.e
shear = young / (2 * (1 + poisson))
bulk = young / (3 * (1 - 2 * poisson))
matrix_integral = quad(lambda r: 4 * np.pi * r**2 * 6 * shear / r**6,
                       1, np.inf)[0] / (4 * np.pi / 3)
elastic = minimize_scalar(
    lambda q: 4.5 * bulk * (q - 1)**2 + matrix_integral * q**2).fun * misfit**2
assert abs(elastic / (young * misfit**2 / (1 - poisson)) - 1) < 1e-6
R_elastic = 2 * gamma / (g - elastic)


def split_barrier_ratio(R):
    return np.sinh(x * (1 - R_stop / R) / 2) / np.sinh(x / 2)


print(f"bulk driving energy per atom: {dmu:.2f} eV")
print(f"atomic volume: {omega:.3f} nm^3")
print(f"interface energy: {gamma:.2f} eV/nm^2")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.4f} eV")
print(f"bulk driving energy per volume g: {g:.2f} eV/nm^3")
print(f"x = dmu/kT: {x:.3f} (no unit)")
print(f"sphere stopping radius: {R_stop:.3f} nm")
print(f"rod stopping radius: {R_rod:.3f} nm")
print(f"atoms in stopping sphere: {N_stop:.1f}")
print(f"barrier at stopping radius: {G_stop:.3f} eV")
print(f"barrier / kT: {G_stop / kT:.1f} (no unit)")
print("R (nm) | net drive (eV/atom) | v/v_flat (no unit)")
for R in (0.5, 0.6, 0.7, 1.0, 2.0, 5.0, 20.0):
    drive = round(dmu - 2 * gamma * omega / R, 4) + 0.0
    ratio = round(speed_ratio(R), 3) + 0.0
    print(f"{R:.1f} | {drive:.4f} | {ratio:.3f}")
print(f"large-R loss factor x/(e^x-1): {loss_factor:.3f} (no unit)")
print(f"radius for 90% of flat speed: {radius_for_fraction(0.90):.2f} nm")
print(f"radius for 99% of flat speed: {radius_for_fraction(0.99):.1f} nm")
print(f"pocket radius: {R_pocket:.1f} nm")
print(f"pocket driving energy: {pocket_drive:.2f} eV/nm^3")
print(f"fluctuation half-width: {blur:.3f} nm")
print(f"even-odds radius: {R_half:.3f} nm")
for factor in (0.8, 0.9, 1.0, 1.1, 1.2):
    R = factor * R_stop
    print(f"growth probability at {R:.2f} nm: {survival_at(R):.3f}")
print(f"trial curvature length: +/-{delta:.2f} nm")
print(f"R_stop, positive length: {shifted[0]:.3f} nm")
print(f"R_stop, negative length: {shifted[1]:.3f} nm")
print(f"trial interface anisotropy: {100 * a:.0f} %")
print(f"rod local stopping radius, lowest: {rod_low:.3f} nm")
print(f"rod local stopping radius, highest: {rod_high:.3f} nm")
print(f"rough Young modulus: {young_GPa:.0f} GPa")
print(f"rough Poisson ratio: {poisson:.2f} (no unit)")
print(f"rough linear misfit: {100 * misfit:.1f} %")
print(f"misfit strain energy: {elastic:.4f} eV/nm^3")
print(f"strain energy / g: {100 * elastic / g:.2f} %")
print(f"R_stop with misfit strain: {R_elastic:.3f} nm")
for R in (1.0, 2.0):
    print(f"v/v_flat, evenly split barrier, R={R:.1f} nm: "
          f"{split_barrier_ratio(R):.3f}")
for factor in (0.8, 1.2):
    print(f"R_stop for dmu={factor * dmu:.2f} eV: "
          f"{2 * gamma * omega / (factor * dmu):.3f} nm")
print("success")
```

Running it gives:

```
bulk driving energy per atom: 0.10 eV
atomic volume: 0.020 nm^3
interface energy: 1.50 eV/nm^2
temperature: 873 K
thermal energy kT: 0.0752 eV
bulk driving energy per volume g: 5.00 eV/nm^3
x = dmu/kT: 1.329 (no unit)
sphere stopping radius: 0.600 nm
rod stopping radius: 0.300 nm
atoms in stopping sphere: 45.2
barrier at stopping radius: 2.262 eV
barrier / kT: 30.1 (no unit)
R (nm) | net drive (eV/atom) | v/v_flat (no unit)
0.5 | -0.0200 | -0.414
0.6 | 0.0000 | 0.000
0.7 | 0.0143 | 0.235
1.0 | 0.0400 | 0.561
2.0 | 0.0700 | 0.824
5.0 | 0.0880 | 0.938
20.0 | 0.0970 | 0.985
large-R loss factor x/(e^x-1): 0.478 (no unit)
radius for 90% of flat speed: 3.25 nm
radius for 99% of flat speed: 29.1 nm
pocket radius: 2.0 nm
pocket driving energy: 6.50 eV/nm^3
fluctuation half-width: 0.063 nm
even-odds radius: 0.600 nm
growth probability at 0.48 nm: 0.006
growth probability at 0.54 nm: 0.097
growth probability at 0.60 nm: 0.500
growth probability at 0.66 nm: 0.918
growth probability at 0.72 nm: 0.998
trial curvature length: +/-0.05 nm
R_stop, positive length: 0.545 nm
R_stop, negative length: 0.646 nm
trial interface anisotropy: 2 %
rod local stopping radius, lowest: 0.210 nm
rod local stopping radius, highest: 0.390 nm
rough Young modulus: 130 GPa
rough Poisson ratio: 0.28 (no unit)
rough linear misfit: 0.6 %
misfit strain energy: 0.0406 eV/nm^3
strain energy / g: 0.81 %
R_stop with misfit strain: 0.605 nm
v/v_flat, evenly split barrier, R=1.0 nm: 0.376
v/v_flat, evenly split barrier, R=2.0 nm: 0.675
R_stop for dmu=0.08 eV: 0.750 nm
R_stop for dmu=0.12 eV: 0.500 nm
success
```
